# The Spherical-Model Acceptor: Coupled Radial Equations and the Heavy-Hole Limit

**Q.** An acceptor is a hole bound to a negative charge. Why should its ground state be anything but a hydrogen 1s function with a suitable mass?

**A.** Because no single mass describes the hole. At a fourfold band edge the hole carries a spin $J=3/2$, and its kinetic energy depends on the angle between spin and momentum. I keep the leading, quadratic terms in momentum and assume a spherical band, $\gamma_2=\gamma_3=\gamma$, a distant split-off band and a pure screened Coulomb potential. With hole energies counted positive into the band, in Hartree atomic units,

$$H=\tfrac12\left[\left(\gamma_1+\tfrac52\gamma\right)p^2-2\gamma(\mathbf p\cdot\mathbf J)^2\right]-\frac1{\varepsilon r}.$$

Measure length in $\varepsilon\gamma_1$ bohr. Then $p^2$ acquires the factor $1/(\varepsilon\gamma_1)^2$, so $\gamma_1p^2/2$ becomes $p^2/(2\varepsilon^2\gamma_1)$, while the potential becomes $-1/(\varepsilon^2\gamma_1r)$. Dividing by $R=1/(2\varepsilon^2\gamma_1)$ hartree and setting $\mu=2\gamma/\gamma_1$ gives

$$H=p^2+\mu\left[\tfrac54p^2-(\mathbf p\cdot\mathbf J)^2\right]-\frac2r .$$

These natural units hold from here on.

**Q.** What does $\mu$ mean physically?

**A.** Write $\mathbf p=k\mathbf n$ and define

$$M(\mathbf n)=\tfrac54-(\mathbf n\cdot\mathbf J)^2 .$$

The spin projection along $\mathbf n$ is $\pm3/2$ or $\pm1/2$, so $M$ equals $5/4-9/4=-1$ or $5/4-1/4=+1$. The kinetic energies are $(1-\mu)k^2$ for heavy holes and $(1+\mu)k^2$ for light holes. In electron masses,

$$m_h=\frac1{\gamma_1(1-\mu)},\qquad m_l=\frac1{\gamma_1(1+\mu)} .$$

I take $0\le\mu<1$, so both masses are positive. Both eigenvalues of $M$ square to one, hence $M^2=1$.

**Q.** You want to mix $L=0$ with $L=2$. Why those two, and why no others?

**A.** $H$ is unchanged when orbit and spin rotate together, so $\mathbf F=\mathbf L+\mathbf J$ is conserved. It is also even in $\mathbf p$ and $\mathbf r$, so parity is conserved. An $L=0$ envelope has $F=3/2$ and even parity. Combining $L$ with $J=3/2$ to give $F=3/2$ requires $L=0,1,2,3$. Even parity leaves $L=0$ and $L=2$, each occurring once for a given projection of $F$.

The partner state follows from $M$ itself. Since $\sum_iJ_i^2=15/4$,

$$M(\mathbf n)=-\sum_{ij}\left(n_in_j-\tfrac13\delta_{ij}\right)J_iJ_j .$$

The $\delta_{ij}$ term supplies the $5/4$. The bracket is symmetric and traceless, so its angular dependence is purely $L=2$. With a constant unit spinor $\chi$, define

$$\Phi_0=\frac{\chi}{\sqrt{4\pi}},\qquad \Phi_2(\mathbf n)=M(\mathbf n)\Phi_0 .$$

$M$ is invariant under joint rotations, so $\Phi_2$ keeps $F=3/2$. As $M$ is Hermitian, $\Phi_2^\dagger\Phi_2=\Phi_0^\dagger M^2\Phi_0=1/4\pi$, which makes $\Phi_2$ normalized. Finally $M\Phi_2=M^2\Phi_0=\Phi_0$.

**Q.** That fixes a sign by definition. Does it matter?

**A.** Not for the energy. The usual Clebsch-Gordan phase gives $-\Phi_2$, which reverses both coupling terms together. With my phase, the kinetic energy acting on the momentum amplitudes $(\varphi_0,\varphi_2)$ is

$$k^2\begin{pmatrix}1&\mu\\ \mu&1\end{pmatrix}.$$

There is no $\mu$ on the diagonal because $M$ exchanges the two angular functions.

**Q.** The Coulomb potential is simple in position space. How does this matrix become a pair of radial equations?

**A.** By the plane-wave expansion. A momentum function $\varphi_L(k)\Phi_L(\mathbf k/k)$ transforms into $f_L(r)\Phi_L(\mathbf r/r)$ with a factor $i^L$, and $i^2=-1$:

$$f_0=\sqrt{\tfrac2\pi}\int_0^\infty k^2j_0(kr)\varphi_0\,dk,\qquad
f_2=-\sqrt{\tfrac2\pi}\int_0^\infty k^2j_2(kr)\varphi_2\,dk .$$

The spherical Bessel functions of argument $kr$ obey

$$j_0'=-kj_1,\quad \left(\frac d{dr}-\frac1r\right)j_1=-kj_2,$$
$$\left(\frac d{dr}+\frac3r\right)j_2=kj_1,\quad \left(\frac d{dr}+\frac2r\right)j_1=kj_0,$$

where the prime means $d/dr$. Applying each pair in succession gives

$$k^2j_2=\left(\frac d{dr}-\frac1r\right)\frac{d}{dr}j_0,\qquad
k^2j_0=\left(\frac d{dr}+\frac2r\right)\left(\frac d{dr}+\frac3r\right)j_2 .$$

Now let $p^2M$ act on $f_0\Phi_0$. In momentum space the result is $k^2\varphi_0\Phi_2$. Its transform carries the minus sign of $L=2$, so its radial part is

$$-\left(\frac d{dr}-\frac1r\right)f_0'=-\left(f_0''-\frac{f_0'}r\right).$$

Acting on $f_2\Phi_2$ gives $k^2\varphi_2\Phi_0$. Its transform has no minus sign, but the integral of $k^2j_2\varphi_2$ is $-f_2$ apart from the common factor. Therefore the radial part is

$$-\left(\frac d{dr}+\frac2r\right)\left(f_2'+\frac{3f_2}r\right)
=-\left(f_2''+\frac{3f_2'}r-\frac{3f_2}{r^2}+\frac{2f_2'}r+\frac{6f_2}{r^2}\right),$$

which is $-(f_2''+5f_2'/r+3f_2/r^2)$. The diagonal terms are the ordinary radial Laplacian with $L(L+1)=0$ and $6$. Collecting the coefficients of $\Phi_0$ and $\Phi_2$,

$$-f_0''-\frac2rf_0'-\frac2rf_0-\mu\left(f_2''+\frac5rf_2'+\frac3{r^2}f_2\right)=Ef_0,$$

$$-f_2''-\frac2rf_2'+\frac6{r^2}f_2-\frac2rf_2-\mu\left(f_0''-\frac1rf_0'\right)=Ef_2 .$$

The norm is $\int_0^\infty r^2(f_0^2+f_2^2)\,dr=1$.

**Q.** The two coupling operators look different. Can this system be Hermitian?

**A.** Yes, because the radial measure is $r^2dr$. Integrate by parts, with boundary terms vanishing for regular bound functions:

$$\int r^2f_2\left(f_0''-\frac{f_0'}r\right)dr
=\int f_0\left[(r^2f_2)''+(rf_2)'\right]dr .$$

The bracket is $r^2f_2''+4rf_2'+2f_2+rf_2'+f_2=r^2(f_2''+5f_2'/r+3f_2/r^2)$. Each coupling is the adjoint of the other.

**Q.** Now the energy. If I use only $L=0$, the kinetic energy does not contain $\mu$ at all. Why would $\mu$ near one be dangerous?

**A.** With $f_2=0$ and $f_0=2e^{-r}$ you obtain $E=-1$, so the binding energy $B=-E$ satisfies $B\ge1$ for every $\mu$. That is a variational bound, and it misses the point: averaged over the directions of momentum, an $L=0$ state is an equal mixture of heavy and light holes, because the angular average of $M$ vanishes. The amplitude vector $(1,-1)$ is purely heavy and has kinetic energy $(1-\mu)k^2$. The $L=2$ part lets the spin follow the momentum direction and removes the expensive light component.

**Q.** Cheap kinetic energy is not yet strong binding. The $L=2$ part stays away from the nucleus. Perhaps the potential energy is lost as well.

**A.** Some of it is lost, and the amount can be calculated. Take a normalized momentum function $\varphi$ and set $\varphi_0=\varphi/\sqrt2$, $\varphi_2=-\varphi/\sqrt2$. The state is $(g_0\Phi_0+g_2\Phi_2)/\sqrt2$, with

$$g_0=\sqrt{\tfrac2\pi}\int k^2j_0\varphi\,dk,\qquad
g_2=\sqrt{\tfrac2\pi}\int k^2j_2\varphi\,dk .$$

The two minus signs in $g_2$ have cancelled. From the Bessel relations, $g_2'+3g_2/r$ and $-g_0'$ both equal the transform of $k^3j_1\varphi$, so

$$(r^3g_2)'=-r^3g_0' .$$

Choose $g_0=2e^{-r}$. Regularity at the origin fixes the integration constant:

$$g_2=\frac{2G(r)}{r^3},\qquad G(r)=\int_0^rs^3e^{-s}ds
=6-e^{-r}(r^3+3r^2+6r+6).$$

The spherical Bessel transform preserves the norm, so $g_2$ is normalized like $g_0$. The mean of $1/r$ in $g_0$ is $4\int re^{-2r}dr=1$. In $g_2$ it is

$$4\int_0^\infty\frac{G^2}{r^5}dr=2\int_0^\infty\frac{GG'}{r^4}dr
=2\int_0^\infty\frac{Ge^{-r}}r\,dr .$$

The first step is integration by parts; its boundary term $-G^2/r^4$ vanishes at both ends because $G\approx r^4/4$ near zero and $G\to6$ at infinity. The second uses $G'=r^3e^{-r}$. Inserting $G$,

$$2\left[6\int_0^\infty\frac{e^{-r}-e^{-2r}}r\,dr-\int_0^\infty e^{-2r}(r^2+3r+6)\,dr\right].$$

The first integral is $\int_1^2ds\int_0^\infty e^{-sr}dr=\ln2$. The second is $1/4+3/4+3=4$. The mean is thus $12\ln2-8=0.3178$, about a third of the $L=0$ value. Averaging the two halves,

$$\left\langle\frac1r\right\rangle=\frac{1+12\ln2-8}2=\frac{12\ln2-7}2=0.6589 .$$

**Q.** And the best size of this state?

**A.** Its mean $k^2$ is $\int r^2(g_0')^2dr=4\int r^2e^{-2r}dr=1$. Compress all lengths by a factor $\alpha$. Kinetic energy scales as $\alpha^2$ and potential energy as $\alpha$, so

$$E\le(1-\mu)\alpha^2-(12\ln2-7)\alpha .$$

The derivative vanishes at $\alpha=(12\ln2-7)/[2(1-\mu)]$. Substitution gives

$$B\ge\frac{(12\ln2-7)^2}{4(1-\mu)}=\frac{0.4341}{1-\mu}.$$

This proves that $B$ grows without bound as $\mu\to1$. At $\mu=1$ itself the quadratic term is gone, and the energy falls without limit as the trial state shrinks. For $\mu$ below $1-0.4341\approx0.57$, the elementary bound $B\ge1$ is the stronger one.

**Q.** A lower bound does not exclude a still faster divergence.

**A.** An upper bound does. Since $M\ge-1$, $H\ge(1-\mu)p^2-2/r$. For a hydrogen problem $ap^2-2/r$, insert $e^{-\beta r}$:

$$-a\left(\beta^2-\frac{2\beta}r\right)-\frac2r=-a\beta^2+\frac{2(a\beta-1)}r .$$

The $1/r$ term vanishes for $\beta=1/a$, and this nodeless solution is the ground state, at energy $-1/a$. With $a=1-\mu$,

$$\frac{0.4341}{1-\mu}\le B\le\frac1{1-\mu}.$$

Both inequalities also hold for the lowest level of the full Hamiltonian, whatever its symmetry: our sector supplies valid trial states, and $M\ge-1$ holds in every sector.

**Q.** Does $B$ rise steadily, or could it dip first?

**A.** It cannot dip. For each fixed state the energy is linear in $\mu$, and a minimum of linear functions is concave. Changing $f_2$ to $-f_2$ reverses both couplings and nothing else, so in this sector $E(\mu)=E(-\mu)$ for $-1<\mu<1$. If $0\le\mu_1<\mu_2<1$, then $\mu_1$ lies between $-\mu_2$ and $\mu_2$, where $E$ has equal values. Concavity gives $E(\mu_1)\ge E(\mu_2)$, hence $B(\mu_1)\le B(\mu_2)$.

**Q.** Your bounds leave a factor of more than two. Does $(1-\mu)B$ have a definite limit?

**A.** Yes. Set $r=(1-\mu)\rho$ and let $q$ be the momentum conjugate to $\rho$. Multiplying $H$ by $1-\mu$ gives

$$\tilde H=q^2P_h+\lambda q^2P_l-\frac2\rho,\qquad \lambda=\frac{1+\mu}{1-\mu},$$

where $P_h$ and $P_l$ project on heavy and light holes. As $\mu$ grows, $\lambda$ grows and the energy of $\tilde H$ cannot fall. So $(1-\mu)B$ cannot rise, and being bounded below it has a limit.

Let $-C$ be the lowest energy when only heavy states are allowed. These are trial states for $\tilde H$, so $(1-\mu)B\ge C$. It remains to show that light holes become useless.

**Q.** Their kinetic energy is costly, but they could occupy very small momenta.

**A.** Then they gain almost no potential energy. The hydrogen result says $2/\rho\le aq^2+1/a$ for any $a>0$. For a state of norm squared $N$ and kinetic integral $T=\langle q^2\rangle$, the best $a=\sqrt{N/T}$ gives

$$\left\langle\frac2\rho\right\rangle\le2\sqrt{TN}.$$

Take the normalized ground state of $\tilde H$, with heavy and light parts $T_h,T_l$ and $N_h,N_l$. Its energy is negative, so

$$T_h+\lambda T_l<2\sqrt{T_h+T_l}.$$

As $\lambda\ge1$, the total $T_h+T_l$ is below 4, and then $T_l<4/\lambda$. The attraction within the light part is at most $V_l\le2\sqrt{T_l}\le4/\sqrt\lambda$, and within the heavy part $V_h\le4$. By the Cauchy-Schwarz inequality the cross terms are at most $2\sqrt{V_hV_l}\le8\lambda^{-1/4}$. Dropping the positive light kinetic energy,

$$-(1-\mu)B\ge-CN_h-4\lambda^{-1/2}-8\lambda^{-1/4}.$$

With $N_h\le1$ and $(1-\mu)B\ge C$, the limit is $C$. The same inequality forces $N_h\to1$, and a purely heavy state has half its weight in $L=2$.

**Q.** What is $C$, and how quickly is it approached?

**A.** Diagonalization gives $C=0.4360$, so the simple exponential trial state falls short by 0.4% of $C$. The coupled problem gives:

| $\mu$ | $B$ ($R$) | $(1-\mu)B$ ($R$) | $L=2$ weight |
|---|---|---|---|
| 0 | 1.000 | 1.000 | 0 |
| 0.5 | 1.299 | 0.649 | 0.110 |
| 0.7 | 1.857 | 0.557 | 0.223 |
| 0.9 | 4.768 | 0.477 | 0.388 |
| 0.99 | 44.07 | 0.441 | 0.487 |
| 0.999 | 436.5 | 0.437 | 0.499 |

The excess of $(1-\mu)B$ over $C$ falls from $4.68\times10^{-3}$ at $\mu=0.99$ to $5.12\times10^{-4}$ at $0.999$. This ninefold drop for a tenfold drop in $1-\mu$ suggests a nearly linear approach, far faster than my crude estimate guarantees.

**Q.** Put in some ordinary parameters.

**A.** Take $\gamma_1=10$, $\gamma=3.5$ and $\varepsilon=12$. Then $\mu=7/10=0.7$, $m_h=1/(10\times0.3)=0.333$ and $m_l=1/(10\times1.7)=0.0588$. The length unit is $12\times10=120$ bohr, or 6.35 nm. The energy unit is $1/(2\times144\times10)$ hartree, or 9.448 meV. Hence

$$B=1.85696\times9.4484\ \text{meV}=17.55\ \text{meV}.$$

The bounds are $0.4341/0.3=1.447\,R$ and $1/0.3=3.333\,R$. The upper one is the binding of a hydrogen-like hole with the heavy mass; the acceptor reaches 56% of it.

**Q.** That number rests on your radial reduction. What if the reduction is wrong?

**A.** I diagonalized the original three-dimensional Hamiltonian with all four spin components, using $s$ and $d$ Gaussians with 20 exponents from $10^{-3}$ upward in ratio 2.3. Its lowest energy was $-1.856954\,R$. The radial equations in the corresponding basis gave the same six decimals. The next level in that basis lay at $-0.542\,R$. Odd-parity states were absent, so this comparison tests the reduction and does not rank levels of all symmetries.

**Q.** Could a real acceptor then be made arbitrarily deep by tuning the band to $\mu=1$?

**A.** No. The comparison holds $\gamma_1$ and $\varepsilon$ fixed, so $\mu\to1$ means $m_h\to\infty$. The $L=0$ part of the trial state has decay length $1/\alpha=2(1-\mu)/1.318$, and its mean radius is $1.5/\alpha$. The $L=2$ part is wider, because it falls off only as $r^{-3}$: its mean radius is $(4/\alpha)\int_0^\infty G^2r^{-3}dr=4.5/\alpha$. In our example with $\mu$ moved to 0.99, $1/\alpha$ is $0.0152\times6.35$ nm, about 0.1 nm, and the two mean radii are 0.14 and 0.43 nm. The state has shrunk to roughly the size of a crystal cell or less, where neither a quadratic band nor a constant $\varepsilon$ is justified. Terms of higher order in momentum and the short-range potential can then no longer be neglected.

**Q.** Suppose instead that the light mass goes to zero while the heavy mass is held fixed.

**A.** Then $\mu\to1$ too, but $\gamma_1$ grows so that $\gamma_1(1-\mu)=1/m_h$ stays constant. In hartree,

$$B\to\frac1{2\varepsilon^2\gamma_1}\frac C{1-\mu}=C\,\frac{m_h}{2\varepsilon^2},$$

which is finite. The divergence therefore belongs to the heavy mass and not to the mass ratio. Light holes that are infinitely costly reduce the binding to 0.436 of the heavy-mass hydrogen value, because the spin must follow the momentum and half of the state is pushed into $L=2$. This is a limit of the model: in a real crystal a very small light mass usually comes with a very small band gap, and the light band is then quadratic only over a narrow range of energy.

**Q.** How do your example parameters compare with real semiconductors?

**A.** They are of ordinary size. Very roughly, germanium has $\gamma_1$ near 13 and $\varepsilon$ near 16, with shallow acceptors bound by about 10 meV; gallium arsenide has $\gamma_1$ near 7 and $\varepsilon$ near 13, with shallow acceptors near 30 meV. The calculated 17.55 meV falls between these, but it describes neither material. Real bands have $\gamma_2\ne\gamma_3$, and real impurities have a short-range potential that depends on the element. The latter shifts the level by an amount this model cannot predict, and for a deep acceptor it can dominate the binding. The model also leaves out the split-off band, which is safe when the split-off energy is much larger than $B$; in silicon the two are comparable, so there the band should be included. The remaining computed values are in the numerical output.

## Computed values

```
gamma1 = 10.0, gamma = 3.5, eps = 12.0
mu = 0.700
heavy-hole mass = 0.3333 electron masses
light-hole mass = 0.0588 electron masses
length unit = 120.0 bohr = 6.350 nm
energy unit R = 9.4484 meV
phase of Phi2 relative to Clebsch-Gordan = -1.0
Cartesian minus radial operator, max = 3.5e-16
B, radial equations, Gaussian basis = 1.856954 R
B, full 3D diagonalization = 1.856954 R
next 3D level in that s,d basis = -0.5422 R
B, heavy/light basis = 1.85696 R
change of B in finer basis = 2.3e-07 R
B of example = 17.55 meV
L=2 weight of example = 0.2231
lower bound = 1.4471 R
upper bound = 3.3333 R
trial <1/r>, L=0 part (alpha=1) = 1.000000
trial <1/r>, L=2 part (alpha=1) = 0.317766
trial <1/r>, whole state (alpha=1) = 0.658883
lower-bound constant (12 ln2-7)^2/4 = 0.434127
heavy-only constant C = 0.43600
mu, B in R, (1-mu)B in R, L=2 weight:
0.000  1.0000  1.00000  0.0000
0.300  1.0888  0.76214  0.0386
0.500  1.2985  0.64927  0.1098
0.700  1.8570  0.55709  0.2231
0.900  4.7683  0.47683  0.3882
0.990  44.0683  0.44068  0.4867
0.999  436.5161  0.43652  0.4986
(1-mu)B - C at mu=0.99: 4.68e-03 R
(1-mu)B - C at mu=0.999: 5.12e-04 R
```
